# Cyclopentadienyl Hapticity from Coordinates: Slip, Spread and Stability near a Boundary: a program that tests the result

```python
"""Hapticity of a cyclopentadienyl ring from coordinates (lengths in pm).

Result under test: the metal, projected on the least-squares ring plane, is
assigned to the nearest template site (ring centre: eta-5; centroid of three
adjacent carbons: eta-3; bond midpoint: eta-2; atom: eta-1).  With a the
vector from the ring centre to a three-carbon centroid and x the slip along a,
the eta-5/eta-3 margin is x - |a|/2.  For a flat regular ring the difference
of mean squared metal-carbon distances (far pair minus near three) is 5|a|x,
so slip and spread give the same margin.  Coordinate errors and ring folding
move the margins by the closed formulas tested below.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation
from scipy.stats import norm

rng = np.random.default_rng(7)
bond = 142.0             # C-C distance, pm
height = 182.0           # metal above ring plane, pm
sigma_carbon = 1.0       # standard error per carbon coordinate, pm
sigma_metal = 0.2        # standard error per metal coordinate, pm
radius = bond / (2 * np.sin(np.pi / 5))
golden = (1 + np.sqrt(5)) / 2
angles = 2 * np.pi * np.arange(5) / 5
ring = np.column_stack([radius * np.cos(angles),
                        radius * np.sin(angles), np.zeros(5)])


def analyse(metal, carbons):
    """Assign the site and return slip and spread margins."""
    centre = carbons.mean(axis=0)
    relative = carbons - centre
    axes = np.linalg.svd(relative, full_matrices=False)[2]
    normal = axes[2]
    if normal @ (metal - centre) < 0:
        normal = -normal
    plane_axes = np.array([axes[0], np.cross(normal, axes[0])])
    flat = relative @ plane_axes.T
    order = np.argsort(np.arctan2(flat[:, 1], flat[:, 0]))
    flat = flat[order]
    squared = np.sum((metal - carbons[order])**2, axis=1)
    slip = plane_axes @ (metal - centre)
    allyl = (flat + np.roll(flat, 1, axis=0)
             + np.roll(flat, -1, axis=0)) / 3
    length = np.linalg.norm(allyl, axis=1)
    near = (squared + np.roll(squared, 1) + np.roll(squared, -1)) / 3
    far = (squared.sum() - 3 * near) / 2
    slip_margins = allyl @ slip / length - length / 2
    spread_margins = (far - near) / (5 * length) - length / 2
    best = np.argmax(spread_margins)
    edges = (flat + np.roll(flat, -1, axis=0)) / 2
    sites = np.vstack([np.zeros((1, 2)), allyl, edges, flat])
    index = int(np.argmin(np.sum((sites - slip)**2, axis=1)))
    if index == 0:
        eta, members = 5, set(range(5))
    else:
        kind, j = divmod(index - 1, 5)
        eta = (3, 2, 1)[kind]
        members = ({(j - 1) % 5, j, (j + 1) % 5},
                   {j, (j + 1) % 5}, {j})[kind]
    return {"eta": eta, "members": members, "squared": squared,
            "slip": np.linalg.norm(slip), "normal": normal,
            "height": normal @ (metal - centre),
            "near": np.sqrt(near[best]), "far": np.sqrt(far[best]),
            "margins": np.array([slip_margins.max(), spread_margins.max()])}


def margin_sigmas(metal, carbons):
    """First-order standard errors of both margins."""
    points = np.vstack([metal, carbons])
    variance = np.zeros(2)
    step = 1e-3
    for atom in range(6):
        sigma = sigma_metal if atom == 0 else sigma_carbon
        for axis in range(3):
            change = np.zeros((6, 3))
            change[atom, axis] = step
            up, down = points + change, points - change
            slope = (analyse(up[0], up[1:])["margins"]
                     - analyse(down[0], down[1:])["margins"]) / (2 * step)
            variance += (sigma * slope)**2
    return np.sqrt(variance)


def folded_ring(theta):
    """Turn the far pair about the hinge, away from a metal at positive z."""
    result = ring.copy()
    hinge = ring[1, 0]
    for atom in (2, 3):
        arm = ring[atom, 0] - hinge
        result[atom, 0] = hinge + arm * np.cos(theta)
        result[atom, 2] = arm * np.sin(theta)
    return result


def metal_at(slip):
    return np.array([slip, 0.0, height])


# The singular vector is the plane of least squared distance.
rough_ring = ring + rng.normal(0, 4, (5, 3))
centred = rough_ring - rough_ring.mean(axis=0)


def plane_cost(tilt):
    trial = np.array([tilt[0], tilt[1], 1.0])
    return np.sum((centred @ trial)**2) / (trial @ trial)


fit = minimize(plane_cost, [0.0, 0.0], method="Nelder-Mead",
               options={"xatol": 1e-10, "fatol": 1e-10, "maxiter": 2000})
direct = np.array([fit.x[0], fit.x[1], 1.0])
direct /= np.linalg.norm(direct)
assert np.allclose(direct, analyse(metal_at(20), rough_ring)["normal"],
                   atol=1e-5)

# General identity for the squared spread, on an irregular non-flat ring.
metal = np.array([27.0, -9.0, 175.0])
d2 = np.sum((metal - rough_ring)**2, axis=1)
rho2 = np.sum(centred**2, axis=1)
near_ids, far_ids = [4, 0, 1], [2, 3]
lhs = d2[far_ids].mean() - d2[near_ids].mean()
rhs = (5 * (metal - rough_ring.mean(axis=0)) @ centred[near_ids].mean(axis=0)
       + rho2[far_ids].mean() - rho2[near_ids].mean())
assert abs(lhs - rhs) < 1e-7

# Flat regular ring: equal margins; site members are the closest carbons.
seen = set()
for _ in range(500):
    metal = np.array([*rng.uniform(-1.2 * radius, 1.2 * radius, 2),
                      rng.uniform(140, 240)])
    found = analyse(metal, ring)
    assert abs(np.diff(found["margins"])[0]) < 1e-8
    count = len(found["members"])
    closest = set(np.argsort(found["squared"])[:count].tolist())
    assert closest == found["members"]
    seen.add(found["eta"])
assert seen == {1, 2, 3, 5}

# Position, orientation and atom order must not matter.
for _ in range(30):
    metal = np.array([*rng.uniform(-60, 60, 2), height])
    turn = Rotation.from_rotvec(rng.normal(size=3))
    shift = rng.normal(0, 300, 3)
    before = analyse(metal, rough_ring)
    after = analyse(turn.apply(metal) + shift,
                    turn.apply(rough_ring[rng.permutation(5)]) + shift)
    assert before["eta"] == after["eta"]
    assert np.allclose(before["margins"], after["margins"], atol=1e-7)

# The label changes at golden*radius/6 along a mirror line.
boundary = golden * radius / 6
low, high = 0.0, 60.0
for _ in range(45):
    middle = (low + high) / 2
    if analyse(metal_at(middle), ring)["eta"] == 5:
        low = middle
    else:
        high = middle
assert abs(low - boundary) < 1e-8

# Error law against derivatives, then against sampling of the full algorithm.
tilt_variance = sigma_carbon**2 * 2 * height**2 / (5 * radius**2)
sigma_formula = np.sqrt(sigma_metal**2 + sigma_carbon**2 * 7 / 30
                        + tilt_variance)
for slip in (10, 30, 45):
    assert abs(margin_sigmas(metal_at(slip), ring)[0]
               / sigma_formula - 1) < 1e-4
samples = 4000
sampling = []
for slip in (31.0, 32.0, 33.0):
    metal = metal_at(slip)
    base = analyse(metal, ring)
    sigmas = margin_sigmas(metal, ring)
    margins, flips = [], 0
    for _ in range(samples):
        trial = analyse(metal + rng.normal(0, sigma_metal, 3),
                        ring + rng.normal(0, sigma_carbon, (5, 3)))
        margins.append(trial["margins"])
        flips += trial["eta"] != base["eta"]
    # Sampling error of a standard deviation is about 1.1 percent here.
    assert np.all(np.abs(np.std(margins, axis=0) / sigmas - 1) < 0.05)
    predicted = norm.cdf(-abs(base["margins"][0]) / sigmas[0])
    observed = flips / samples
    noise = np.sqrt(predicted * (1 - predicted) / samples)
    assert abs(observed - predicted) < 4 * noise + 0.005
    sampling.append((slip, predicted, observed))

# Folding: fitted-plane tilt acts as slip; a fixed normal removes the effect.
small = 1e-4
slip_slope = height * (5 + np.sqrt(5)) / 10
spread_slope = height * (15 - 3 * np.sqrt(5)) / 10
for slip in (10, 30, 50):
    slopes = (analyse(metal_at(slip), folded_ring(small))["margins"]
              - analyse(metal_at(slip), folded_ring(-small))["margins"]
              ) / (2 * small)
    assert np.allclose(slopes, [slip_slope, spread_slope], rtol=1e-4)
fixed_slope = -(folded_ring(small).mean(axis=0)[0]
                - folded_ring(-small).mean(axis=0)[0]) / (2 * small)
assert abs(fixed_slope) < 1e-6
assert np.isclose(spread_slope - slip_slope,
                  height * (1 - 2 / np.sqrt(5)))

# Effects outside the flat static model, sized at a slip of 30 pm.
reference = analyse(metal_at(30), ring)["margins"]
fold = np.radians(5.0)
fold_shift = analyse(metal_at(30), folded_ring(fold))["margins"] - reference
fixed_shift = -folded_ring(fold).mean(axis=0)[0]
shortening = 4.0
short_ring = ring.copy()
short_ring[2, 1] -= shortening / 2
short_ring[3, 1] += shortening / 2
short_shift = analyse(metal_at(30), short_ring)["margins"] - reference
libration = np.radians(8.0)
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
mean_ring = sum(w * Rotation.from_rotvec([0, 0, libration * q]).apply(ring)
                for q, w in zip(nodes, weights))
assert np.allclose(mean_ring, ring * np.exp(-libration**2 / 2), atol=1e-8)
libration_shift = analyse(metal_at(30), mean_ring)["margins"] - reference
hop_slip = 45.0
hopped = np.mean([ring - hop_slip * ring[k] / radius for k in range(5)],
                 axis=0)
hop_result = analyse(metal_at(0), hopped)

# Thermal slip of one ring against the rest of the molecule.
force_constant = 50.0                     # assumed, N/m
ring_mass, metal_mass = 65.1, 58.7        # C5H5 and Ni, u
rest_mass = ring_mass + metal_mass
reduced = ring_mass * rest_mass / (ring_mass + rest_mass) * const.atomic_mass
omega = np.sqrt(force_constant / reduced)


def thermal_slip(temperature):
    ratio = const.hbar * omega / (const.k * temperature)
    variance = const.hbar / (2 * reduced * omega) / np.tanh(ratio / 2)
    levels = np.arange(500)
    population = np.exp(-levels * ratio)
    explicit = (const.hbar / (reduced * omega)
                * np.sum((levels + 0.5) * population) / population.sum())
    assert abs(explicit / variance - 1) < 1e-10
    return np.sqrt(variance) * 1e12


print(f"C-C distance {bond:.1f} pm; metal height {height:.1f} pm")
print(f"Errors: carbon {sigma_carbon:.1f} pm, metal {sigma_metal:.1f} pm")
print(f"Ring radius R = {radius:.2f} pm")
for k in range(3):
    print(f"Carbon {k}: x = {ring[k, 0]:.2f}, y = {ring[k, 1]:.2f} pm")
print(f"Three-carbon centroid |a| = {2 * boundary:.2f} pm")
print(f"Eta-5/eta-3 boundary = {boundary:.2f} pm")
example = analyse(metal_at(30), ring)
lengths = np.sort(np.sqrt(example["squared"]))
print("Slip 30 pm, M-C distances (pm):",
      " ".join(f"{value:.2f}" for value in lengths))
print(f"  rms near three {example['near']:.2f}, "
      f"rms far pair {example['far']:.2f} pm")
print(f"  Q = {example['far']**2 - example['near']**2:.1f} pm^2")
print(f"Slip-margin error {sigma_formula:.3f} pm")
print(f"  part from plane tilt {np.sqrt(tilt_variance):.3f} pm")
print("Columns: slip, fold(deg), fitted slip, D, slip margin, its error,")
print("  spread margin, its error (pm), flip probability, label, status")
for slip, degrees in ((10, 0), (25, 0), (30, 0), (32, 0), (33, 0),
                      (35, 0), (45, 0), (65, 0), (25, 5)):
    carbons = folded_ring(np.radians(degrees))
    found = analyse(metal_at(slip), carbons)
    errors = margin_sigmas(metal_at(slip), carbons)
    g = found["margins"]
    firm = g[0] * g[1] > 0 and np.all(np.abs(g) >= 2 * errors)
    chance = norm.cdf(-abs(g[0]) / errors[0])
    print(f"{slip:3d} {degrees:2d} {found['slip']:6.2f} "
          f"{found['far'] - found['near']:6.2f} {g[0]:7.2f} {errors[0]:5.2f} "
          f"{g[1]:7.2f} {errors[1]:5.2f} {chance:6.4f} "
          f"eta-{found['eta']} {'firm' if firm else 'borderline'}")
print(f"Flip probability, formula and {samples} samples:")
for slip, predicted, observed in sampling:
    print(f"  slip {slip:.0f} pm: {predicted:.4f}, {observed:.4f}")
print(f"Fold slope: slip {np.radians(slip_slope):.3f}, "
      f"spread {np.radians(spread_slope):.3f} pm/deg")
print("Neglected effects at slip 30 pm: slip, spread margin shifts (pm)")
print(f"  fold {np.degrees(fold):.0f} deg: "
      f"{fold_shift[0]:.2f}, {fold_shift[1]:.2f}")
print(f"  same fold, normal held fixed: slip shift {fixed_shift:.2f} pm")
print(f"  far C-C shorter by {shortening:.0f} pm: "
      f"{short_shift[0]:.2f}, {short_shift[1]:.2f}")
print(f"  libration {np.degrees(libration):.0f} deg rms: "
      f"{libration_shift[0]:.2f}, {libration_shift[1]:.2f}")
print(f"Five-position average of true slip {hop_slip:.0f} pm:")
print(f"  apparent slip {hop_result['slip']:.2f} pm, "
      f"label eta-{hop_result['eta']}")
print(f"Assumed slip force constant {force_constant:.0f} N/m")
print(f"Masses: ring {ring_mass:.1f} u, nickel {metal_mass:.1f} u")
for temperature in (100, 350):
    print(f"Thermal rms slip component at {temperature} K: "
          f"{thermal_slip(temperature):.2f} pm")
snapshot = norm.cdf(-(boundary - 25) / thermal_slip(350))
print(f"Mean slip 25 pm, 350 K: snapshot past boundary {snapshot:.3f}")
print(f"10% change of template site moves boundary {0.1 * boundary:.2f} pm")
print("no test failed")
```

Printed output:

```
C-C distance 142.0 pm; metal height 182.0 pm
Errors: carbon 1.0 pm, metal 0.2 pm
Ring radius R = 120.79 pm
Carbon 0: x = 120.79, y = 0.00 pm
Carbon 1: x = 37.33, y = 114.88 pm
Carbon 2: x = -97.72, y = 71.00 pm
Three-carbon centroid |a| = 65.15 pm
Eta-5/eta-3 boundary = 32.57 pm
Slip 30 pm, M-C distances (pm): 203.39 215.35 215.35 233.41 233.41
  rms near three 211.44, rms far pair 233.41 pm
  Q = 9772.3 pm^2
Slip-margin error 1.087 pm
  part from plane tilt 0.953 pm
Columns: slip, fold(deg), fitted slip, D, slip margin, its error,
  spread margin, its error (pm), flip probability, label, status
 10  0  10.00   7.42  -22.57  1.09  -22.57  1.23 0.0000 eta-5 firm
 25  0  25.00  18.38   -7.57  1.09   -7.57  1.23 0.0000 eta-5 firm
 30  0  30.00  21.97   -2.57  1.09   -2.57  1.23 0.0089 eta-5 firm
 32  0  32.00  23.39   -0.57  1.09   -0.57  1.23 0.2986 eta-5 borderline
 33  0  33.00  24.10    0.43  1.09    0.43  1.23 0.3477 eta-3 borderline
 35  0  35.00  25.51    2.43  1.09    2.43  1.23 0.0128 eta-3 borderline
 45  0  45.00  32.47   12.43  1.09   12.43  1.23 0.0000 eta-3 firm
 65  0  65.00  45.76   32.43  1.09   32.43  1.23 0.0000 eta-3 firm
 25  5  36.53  27.51    3.98  1.10    5.66  1.24 0.0001 eta-3 firm
Flip probability, formula and 4000 samples:
  slip 31 pm: 0.0737, 0.0670
  slip 32 pm: 0.2986, 0.2968
  slip 33 pm: 0.3477, 0.3377
Fold slope: slip 2.299, spread 2.634 pm/deg
Neglected effects at slip 30 pm: slip, spread margin shifts (pm)
  fold 5 deg: 11.54, 13.22
  same fold, normal held fixed: slip shift -0.21 pm
  far C-C shorter by 4 pm: -0.00, -0.86
  libration 8 deg rms: 0.32, 0.32
Five-position average of true slip 45 pm:
  apparent slip 0.00 pm, label eta-5
Assumed slip force constant 50 N/m
Masses: ring 65.1 u, nickel 58.7 u
Thermal rms slip component at 100 K: 6.04 pm
Thermal rms slip component at 350 K: 9.97 pm
Mean slip 25 pm, 350 K: snapshot past boundary 0.224
10% change of template site moves boundary 3.26 pm
no test failed
```
